# Sampling error of a threshold standard deviation from simulated dopant configurations

**Question**

I am simulating threshold variation from random discrete dopants in a bulk silicon n-channel transistor. The gate is 50 nm by 50 nm, the oxide is 2 nm thick and the acceptor density is \(3\times10^{18}\ \mathrm{cm^{-3}}\). Each run places the acceptors at random and returns one threshold voltage. I have 200 runs, and I take the standard deviation of the 200 thresholds as my result.

I now need an error bar on that standard deviation. For the mean threshold I would divide the standard deviation by \(\sqrt{N}\). If the same rule held here, the relative error would be \(1/\sqrt{200}\), about 7 percent, and one percent would take 10 000 runs. But a standard deviation is built from squares and then a square root, so I don't see why the rule should carry over.

Assuming the thresholds are Gaussian, what is the relative error for 200 configurations, and how many do I need for one percent? Does it matter that dopants are discrete, so that the thresholds can't be perfectly Gaussian?

**Answer**

The rule for the mean does not carry over: squaring and taking the root together change its numerical factor. It helps first to fix what is being asked.

**What the error means**

Let the thresholds \(V_1,\dots,V_N\) be independent draws from a Gaussian with unknown mean \(\mu\) and true standard deviation \(\sigma\). The estimate is

\[
s^2=\frac{1}{N-1}\sum_{i=1}^{N}(V_i-\bar V)^2,\qquad \bar V=\frac1N\sum_{i=1}^N V_i .
\]

If you repeated the whole study with fresh configurations, \(s\) would come out differently each time. I define the relative sampling error \(r\) as the standard deviation of \(s\) over such repetitions, divided by the true \(\sigma\). "One percent precision" then means \(r\le 0.01\), which is one standard error, not a guaranteed limit.

**The scatter of the variance**

Use the dimensionless deviations \(y_i=(V_i-\mu)/\sigma\), which are independent Gaussians of mean 0 and variance 1. Write \(n=N-1\). Since \(V_i-\bar V=\sigma(y_i-\bar y)\),

\[
Q\equiv\frac{n s^2}{\sigma^2}=\sum_i (y_i-\bar y)^2
=\sum_i y_i^2-2\bar y\sum_i y_i+N\bar y^2=\sum_i y_i^2-N\bar y^2,
\]

where the last step uses \(\sum_i y_i=N\bar y\).

Now rotate the axes in the \(N\)-dimensional space of the \(y_i\), so that the first new axis points along \((1,1,\dots,1)/\sqrt N\). The first new coordinate is \(z_1=\sum_i y_i/\sqrt N=\sqrt N\,\bar y\). A rotation preserves length, so \(\sum z_i^2=\sum y_i^2\). The joint density is proportional to \(\exp(-\sum y_i^2/2)\), which depends on length alone, so the \(z_i\) are again independent unit Gaussians. Therefore

\[
Q=\sum_{i=1}^N z_i^2-z_1^2=\sum_{i=2}^{N}z_i^2 .
\]

Estimating the mean has used up one of the \(N\) directions, and \(n=N-1\) remain.

For a unit Gaussian, \(E[z^2]=1\). The density \(g(z)\) obeys \(z g=-g'\), so integration by parts gives

\[
E[z^4]=-\int z^3g'\,dz=3\int z^2g\,dz=3 .
\]

Hence \(\mathrm{Var}(z^2)=3-1=2\). Means and variances of independent terms add: \(E[Q]=n\) and \(\mathrm{Var}(Q)=2n\). With \(s^2=\sigma^2Q/n\),

\[
E[s^2]=\sigma^2,\qquad \mathrm{Var}(s^2)=\frac{\sigma^4}{n^2}\,2n=\frac{2\sigma^4}{N-1}.
\]

**From the variance to the standard deviation**

Put \(s^2=\sigma^2(1+\epsilon)\). Then \(E[\epsilon]=0\) and \(E[\epsilon^2]=2/n\), so \(\epsilon\) is typically small for large \(N\), and

\[
\frac{s}{\sigma}=\sqrt{1+\epsilon}\approx 1+\frac{\epsilon}{2}-\frac{\epsilon^2}{8}.
\]

The linear term gives the scatter to leading order:

\[
r\approx\frac12\sqrt{\frac2n}=\frac{1}{\sqrt{2(N-1)}} .
\]

This is where your guess changes. The variance of \(z^2\) brings a factor \(\sqrt2\), the square root brings a factor \(1/2\), and the product is \(1/\sqrt2\). For 200 configurations,

\[
r\approx\frac{1}{\sqrt{2\times199}}=\frac1{\sqrt{398}}=0.0501 ,
\]

so **the relative sampling error is about 5.0 percent**.

The quadratic term shows that \(s\) is also slightly low on average, by \(E[\epsilon^2]/8=1/(4n)\) relative to \(\sigma\). For \(N=200\) that is \(1/796\), or 0.13 percent, far below the scatter.

**The finite-sample result and the one percent condition**

Setting \(1/\sqrt{2(N-1)}=0.01\) gives \(N-1=5000\). Because this comes from an expansion, the last digit of \(N\) deserves a check with the full distribution.

The radius \(R=\sqrt Q\) in \(n\) dimensions has density proportional to \(R^{n-1}e^{-R^2/2}\), the first factor being the area of a sphere. Changing variable with \(dR=dQ/(2\sqrt Q)\) and normalizing gives

\[
f(Q)=\frac{Q^{n/2-1}e^{-Q/2}}{2^{n/2}\Gamma(n/2)} .
\]

The mean of \(\sqrt Q\) raises the power of \(Q\) by one half, so that

\[
E[\sqrt Q]=\frac{2^{(n+1)/2}\,\Gamma\!\left(\frac{n+1}2\right)}{2^{n/2}\,\Gamma\!\left(\frac n2\right)},
\qquad
c_n\equiv\frac{E[s]}{\sigma}=\sqrt{\frac2n}\,\frac{\Gamma\!\left(\frac{n+1}2\right)}{\Gamma\!\left(\frac n2\right)} .
\]

Since \(E[s^2]=\sigma^2\), the variance of \(s/\sigma\) is \(1-c_n^2\), and

\[
r=\sqrt{1-c_n^2}.
\]

For \(N=200\) this gives 5.009 percent, against 5.013 percent from the simple formula. A simulation of 20 000 studies, each of 200 Gaussian values, gave 5.01 percent with a sampling uncertainty of about 0.025 percentage points. It supports both values but cannot tell them apart. At the other extreme, \(N=2\), we have \(c_1=\sqrt{2/\pi}\) and \(r=\sqrt{1-2/\pi}\approx0.60\), whereas the simple formula gives 0.71. The simple formula is a large-sample result.

To see the correction at large \(n\), multiply neighbouring values. Using \(\Gamma(n/2+1)=(n/2)\Gamma(n/2)\),

\[
c_nc_{n+1}=\frac{2}{\sqrt{n(n+1)}}\,\frac{\Gamma(n/2+1)}{\Gamma(n/2)}=\sqrt{\frac n{n+1}} .
\]

Stirling's series guarantees an expansion \(\ln c_n^2=\alpha/n+\beta/n^2+O(n^{-3})\). Replacing \(n\) by \(n+1\) changes \(\alpha/n\) into \(\alpha/n-\alpha/n^2\) to this order. The square of the product relation then requires

\[
\frac{2\alpha}{n}+\frac{2\beta-\alpha}{n^2}=\ln\frac{n}{n+1}=-\frac1n+\frac1{2n^2}
\]

up to terms of order \(n^{-3}\). Thus \(\alpha=-1/2\) and \(\beta=0\). Exponentiating,

\[
c_n^2\approx1-\frac1{2n}+\frac1{8n^2},\qquad
r^2\approx\frac1{2n}\left(1-\frac1{4n}\right).
\]

Setting \(r=p\) gives \(n=(1-1/4n)/(2p^2)\). In the small term we may use \(n\approx1/(2p^2)\), which leaves

\[
n\approx\frac1{2p^2}-\frac14 .
\]

For \(p=0.01\) this is 4999.75. The next integer is \(n=5000\), so **one percent precision needs \(N=5001\) configurations**. The gamma-function formula confirms the crossing: \(r=1.000075\) percent at \(N=5000\) and 0.999975 percent at \(N=5001\). In practice, plan for 5000. The last digit answers the mathematical question but has no practical weight.

You need 25 times as many runs for a fivefold gain, because the error falls as \(1/\sqrt N\).

**How sure is "one percent"?**

With 5001 configurations, the probability that \(s\) lies within one percent of \(\sigma\) is 68 percent. If you want that probability to be 95 percent, you need more runs. For large \(n\), \(Q\) is a sum of many independent terms and \(s\) is nearly Gaussian, so 95 percent of results lie within 1.96 standard errors. The condition is \(1.96\,r=0.01\), or

\[
N\approx1+\frac{1.96^2}{2(0.01)^2}\approx19\,200 .
\]

The chi-square distribution evaluated at \(N=19\,209\) gives a probability of 95.00 percent. When you report a precision, say which of the two meanings you use.

For your existing 200 runs, you can also quote a confidence interval for \(\sigma\). Let \(q_-\) and \(q_+\) be the values below which \(Q\) falls with probability 2.5 and 97.5 percent. The statement \(q_-<ns^2/\sigma^2<q_+\) rearranges to

\[
s\sqrt{\frac n{q_+}}<\sigma<s\sqrt{\frac n{q_-}},
\qquad\text{or}\qquad 0.911\,s<\sigma<1.109\,s
\]

for \(N=200\). In simulated Gaussian studies this interval contained the true value 95.1 percent of the time. It reaches further above \(s\) than below.

If you compare two designs with similar \(\sigma\), each from 200 independent configurations, the variances of the two estimates add. The difference then has a standard error of \(\sqrt2\times5.0\approx7.1\) percent of \(\sigma\). A true five percent improvement is smaller than this standard error, so it would usually not be resolved.

**The error in millivolts for your transistor**

A simple model supplies the scale. Take uniform average doping \(N_A\), a metal gate, 300 K, and charge averaged over the gate area \(A\). Define threshold by a fixed band bending \(\psi=2\phi_F\), with

\[
\psi=\frac{2k_BT}{q}\ln\frac{N_A}{n_i}=1.009\ \mathrm V
\]

for a rough intrinsic density \(n_i=10^{10}\ \mathrm{cm^{-3}}\) and fully ionized acceptors in the neutral bulk. If the acceptors instead kept an isolated level 45 meV above the valence band, incomplete ionization would lower \(\psi\) to about 0.97 V and the \(\sigma\) found below by about 1 percent.

Let \(x\) be depth below the oxide and \(W\) the depletion edge, where the field \(F\) vanishes. Inside the depletion region \(dF/dx=-qN_A/\varepsilon_{\rm si}\). Integrating by parts,

\[
\psi=\int_0^W F\,dx=\big[xF\big]_0^W-\int_0^W x\frac{dF}{dx}\,dx
=\frac{q}{\varepsilon_{\rm si}}\int_0^W xN_A\,dx=\frac{qN_AW^2}{2\varepsilon_{\rm si}} .
\]

With relative permittivity 11.7 this gives \(W=\sqrt{2\varepsilon_{\rm si}\psi/(qN_A)}=20.9\) nm. The mean number of acceptors in the depletion region is

\[
\lambda=N_AAW=(0.003\ \mathrm{nm^{-3}})(2500\ \mathrm{nm^2})(20.86\ \mathrm{nm})\approx156 .
\]

Now add one acceptor at depth \(x\). It adds \(x/A\) to the first moment of the dopant density. Because \(\psi\) is fixed, the edge must move by \(\delta W\) such that

\[
\frac xA+N_AW\,\delta W=0,\qquad \delta W=-\frac{x}{AN_AW}.
\]

The magnitude of the depletion charge per area therefore changes by

\[
q\left(\frac1A+N_A\delta W\right)=\frac qA\left(1-\frac xW\right).
\]

An acceptor at the surface has full effect, and one at the depletion edge has none. Dividing by \(C_{\rm ox}=\varepsilon_{\rm ox}/t_{\rm ox}\) gives the threshold shift \(v_1(1-x/W)\). Here \(v_1=q/(AC_{\rm ox})=3.71\) mV, for an oxide relative permittivity of 3.9.

Suppose the acceptors are placed independently and their total number also varies from run to run as a Poisson count. The numbers in separate slices \(dx\) are then independent and Poisson distributed, with mean and variance both equal to \(N_AA\,dx\). Adding the slices,

\[
\sigma^2=v_1^2N_AA\int_0^W\left(1-\frac xW\right)^2dx=v_1^2\,\frac{N_AAW}{3}=\frac{v_1^2\lambda}{3},
\]

\[
\sigma=3.712\ \mathrm{mV}\times\sqrt{156.4/3}=26.8\ \mathrm{mV}.
\]

The sampling error is thus 1.34 mV for 200 configurations and 0.27 mV for 5001. If your 200 runs happened to give \(s=26.8\) mV, the 95 percent interval for \(\sigma\) would run from 24.4 to 29.7 mV.

The derivation treats the motion of the depletion edge to first order. A simulation of 400 000 devices with random acceptor depths, which finds the edge of each device from its own dopants, also gave 26.8 mV. Both the formula and the simulation assume an abrupt depletion edge. A smooth Boltzmann edge (Debye length 2.4 nm) at the same band bending lowers \(\sigma\) by 0.5 percent, or by 1.7 percent if the inversion electrons are included. Grouped into 2000 studies of 200 devices, its values of \(s\) scattered by 4.96 percent. That scatter is itself estimated from 2000 values, with a relative uncertainty of about \(1/\sqrt{4000}\), or 0.08 percentage points, so it agrees with 5.01 percent.

Check how your program chooses the number of acceptors. If every run places the same total number \(M\) uniformly in a box deeper than the depletion region, the slice counts are no longer independent. The weight of one acceptor, \(1-x/W\) inside the depletion region and zero below it, then has mean \(\lambda/(2M)\) and mean square \(\lambda/(3M)\). Adding the variances of \(M\) independent acceptors gives

\[
\sigma^2=v_1^2\left(\frac{\lambda}{3}-\frac{\lambda^2}{4M}\right).
\]

For a box 60 nm deep, \(M=450\) and \(\sigma\) is about 23 mV instead of 26.8 mV. The formula for the relative error \(r\) does not change, because the configurations are still independent of each other.

**Does discreteness spoil the Gaussian assumption?**

It can, through the tails. Let the \(y_i\) still be independent with mean 0 and variance 1, but with \(E[y^4]=3+\kappa\), where \(\kappa\) is the excess kurtosis and is zero for a Gaussian. Separating equal and unequal indices in \(N\bar y^2\),

\[
\frac{s^2}{\sigma^2}=\frac1N\sum_i y_i^2-\frac{1}{N(N-1)}\sum_{i\ne j}y_iy_j .
\]

The first term has variance \((2+\kappa)/N\). In the second, each of the \(N(N-1)/2\) pairs occurs twice, so the double sum has variance \(4N(N-1)/2=2N(N-1)\), and the term contributes \(2/[N(N-1)]\). The two terms are uncorrelated, because every cross product contains some \(y_j\) to the first power, whose mean is zero. Adding,

\[
\frac{\mathrm{Var}(s^2)}{\sigma^4}=\frac{2+\kappa}N+\frac2{N(N-1)}=\frac2{N-1}+\frac\kappa N .
\]

Halving the relative scatter as before gives, to leading order,

\[
r\approx\frac12\sqrt{\frac2{N-1}+\frac\kappa N},\qquad
N\approx\frac{2+\kappa}{4p^2}.
\]

Skewness does not enter at this order. The fourth moment must be finite.

In the device simulation, \(\kappa=0.014\pm0.008\). This multiplies \(r\) by \(\sqrt{1+\kappa/2}\approx1+\kappa/4\), a relative change of about 0.4 percent, so 5.0 percent stands. The simulated value is mostly noise, and so is the 0.014 obtained with half the mean acceptor number. Evaluating the distribution of this one-dimensional model numerically, without sampling, gives \(\kappa=0.005\), and 0.010 with half the acceptors. The kurtosis thus doubles when \(\lambda\) is halved, and its effect on \(r\) here is only about 0.1 percent.

Heavier tails would matter. A logistic distribution has \(\kappa=1.2\), for which the formula gives 6.33 percent at \(N=200\) and about 8000 configurations for one percent. Simulated logistic studies gave 6.24 percent. The formula is a leading-order result, and the simulated value, from 20 000 studies, has its own sampling uncertainty of about 0.03 percentage points. With 160 000 studies the simulated value is \(6.34\pm0.01\) percent, so the gap is mostly sampling noise. This case illustrates sensitivity to tails and is not a prediction for your transistor.

**What changes in a real device**

The value 26.8 mV is the result of the simple model, not a measurement. Several assumptions fail in practice:

- Inversion electrons sit below the oxide interface. If a rough centroid depth of 1 nm is treated simply as \(1\times3.9/11.7=0.33\) nm of extra oxide, \(\sigma\) rises by about 17 percent. This estimate leaves out the dopants lying above the centroid. If the band bending is held fixed at the centroid instead of at the surface, that 1 nm layer contributes on average 7.5 further acceptors, each with at least full weight, and the rise becomes about 24 percent.
- At 400 K, with doping and geometry held fixed, the smaller band bending lowers \(\sigma\) by about 2.5 percent. The 1.7 percent in the output below holds the band gap fixed at 1.12 eV. The gap shrinks with temperature, which raises \(n_i\) at 400 K from about \(3.5\times10^{12}\) to about \(5.3\times10^{12}\ \mathrm{cm^{-3}}\).
- The depletion depth is 0.42 of the channel length, so source and drain take over a noticeable part of the charge. The one-dimensional model omits this.
- Current in a real channel finds paths between individual dopants. Averaging charge over the gate area removes this effect, and I have not sized its influence on \(\sigma\) or on the tails.

The oxide field from the depletion charge is 2.9 MV/cm, below a rough breakdown field of 10 MV/cm, so the oxide is not in breakdown. The field at the silicon surface is a third of this, about 1 MV/cm, and the drain junction lies outside the model.

A correction that multiplies every threshold deviation by the same factor multiplies \(s\) and \(\sigma\) alike. The error in millivolts changes, but \(r\) does not. For example, the 17 percent increase takes 1.34 mV to about 1.57 mV, still 5.0 percent of the new \(\sigma\). What can change \(r\) is a different distribution shape or a loss of independence. Compute the kurtosis of your own three-dimensional results, remembering that 200 runs determine it poorly: for Gaussian data its standard error is about \(\sqrt{24/200}\approx0.35\).

Check your random seeds too. If 200 configurations are each run twice, you have 400 thresholds, but every squared deviation has merely been counted twice. The estimate \(s\) is multiplied by a fixed number, and its relative scatter remains that of 200 configurations. The \(N\) in these formulas counts independent dopant configurations, not completed runs.

The numerical output below lists the main values used here.

## Calculated quantities

```
SAMPLING ERROR
Configurations in first study: 200
Mean of s / sigma: 0.998745
Bias of s: -0.126 %
Exact relative error: 5.009 %
Simple relative error: 5.013 %
Gaussian simulation: 5.009 %
95% interval for sigma, lower / s: 0.9107
95% interval for sigma, upper / s: 1.1089
Simulated interval coverage: 95.07 %
Configurations for 1% standard error: 5001
Exact error at N=5000: 1.000075 %
Exact error at N=5001: 0.999975 %
Simulation at N=5001: 1.003 %
Cost ratio to first study: 25.00
Chance within 1% at N=5001: 68.27 %
Normal factor for 95%: 1.9600
Configurations for 95% within 1%: 19209
Chance within 1% at N=19209: 95.001 %
TRANSISTOR (rough typical inputs)
Length and width: 50 nm each
Oxide thickness: 2.0 nm
Acceptor density: 3.0e+18 cm^-3
Temperature: 300 K
Intrinsic density, rough: 1.0e+10 cm^-3
Relative permittivity, oxide: 3.9
Relative permittivity, Si: 11.7
Band bending at threshold: 1.0092 V
Depletion depth: 20.86 nm
Mean acceptor count: 156.4
Shift from one surface acceptor: 3.712 mV
Threshold sigma, formula: 26.80 mV
Threshold sigma, simulation: 26.80 mV
Error of s at N=200: 1.343 mV
Error of s at N=5001: 0.268 mV
If s equals sigma, lower limit: 24.41 mV
If s equals sigma, upper limit: 29.72 mV
Simulated devices: 400000
Error among studies of 200: 4.96 %
NEGLECTED EFFECTS
Excess kurtosis, simulation: 0.014
Standard error of kurtosis: 0.008
Kurtosis with half the acceptors: 0.014
Logistic test, excess kurtosis: 1.2
Logistic error, formula: 6.33 %
Logistic error, simulation: 6.24 %
Logistic configurations for 1%: about 8000
Inversion centroid, rough: 1.0 nm
Sigma change from centroid: +16.7 %
Sigma change at 400 K: -1.7 %
Depletion depth / channel length: 0.42
Oxide field at threshold: 2.90 MV/cm
```
